# The Karma–Rappel thin-interface relation for vanishing kinetics at equal diffusivities

## A flat front with an isothermal solid

A solid grows into its own undercooled melt. Let $u=(T-T_m)/(L/c)$, where $T_m$ is the melting temperature, $L$ the latent heat and $c$ the heat capacity, both per volume. The phase field $\phi$ is $+1$ in the solid and $-1$ in the liquid, and

$$\tau\,\partial_t\phi=W^2\nabla^2\phi+\phi-\phi^3-\lambda u(1-\phi^2)^2,\qquad \partial_t u=D\nabla^2u+\tfrac12\partial_t\phi .\tag{1}$$

Here $\tau$ is the relaxation time, $W$ the width parameter, $\lambda$ the coupling strength and $D$ the thermal diffusivity, the same in both phases. As $\phi$ rises by 2, the last term releases one unit of $u$, which is the latent heat.

Let a flat front move steadily towards $+x$ at speed $V>0$, with solid behind it at uniform temperature $u_s$. Put $\eta=x/W$ in the moving frame, $p=WV/D$ and $\hat\tau=\tau D/W^2$. Since $\partial_t\to-V\partial_x$, and $\tau V/W=\hat\tau p$,

$$\phi''+\hat\tau p\,\phi'+\phi-\phi^3-\lambda u(1-\phi^2)^2=0,\qquad u''+p\,u'-\tfrac p2\phi'=0 .\tag{2}$$

Integrating the heat equation from the solid, where $u'=0$, $u=u_s$ and $\phi=1$, gives $u'=\tfrac p2(\phi-1)-p(u-u_s)$. Within the interface $u-u_s$ is itself of order $p$, so the last term is of order $p^2$ and is dropped.

Now multiply the phase equation by $\phi'$ and integrate over $\eta$. The term $\phi'\phi''$ integrates to zero because $\phi'$ vanishes at both ends. So does $(\phi-\phi^3)\phi'$, because its primitive $\phi^2/2-\phi^4/4$ is equal at $\phi=\pm1$. What remains is

$$\hat\tau p\int\phi'^2d\eta=-\lambda\int u\,|\phi'|(1-\phi^2)^2d\eta ,\tag{3}$$

where $\phi'=-|\phi'|$. The left side is the dissipation of the moving profile; the right side is the thermal drive.

If $u$ were uniform across the interface, (3) would demand $u_s<0$: a moving front would need kinetic undercooling. But $u$ falls towards the liquid, because latent heat flows that way. The liquid half of the interface is therefore colder than $u_s$ by an amount proportional to $p$, and this supplies a drive even when $u_s=0$. Both sides of (3) are then proportional to $p$, the speed drops out, and one value of $\hat\tau/\lambda$ balances them at every small speed. The theorem gives this value and extends the argument to curved fronts with heat flow in both phases.

## Statement

Let $V$ be the normal speed, positive for growth, and $\kappa$ the sum of the principal curvatures, positive for a solid sphere. Let $u_i$ be the temperature found by extrapolating the field outside the interface to the surface $\phi=0$.

**Theorem.** Assume that

1. $p=WV/D$ and $W\kappa$ are small and of the same order $\varepsilon$;
2. the front shape, its speed and the outer temperature vary along the front over lengths of order $W/\varepsilon$, and in time over $W^2/(D\varepsilon^2)$;
3. $\lambda$ and $\hat\tau$ stay fixed as $\varepsilon\to0$, and $u_i$ is of order $\varepsilon$.

Then, with errors of order $\varepsilon^2$,

$$u_i=-d_0\kappa-\beta V,\qquad d_0=a_1\frac W\lambda,\qquad \beta=a_1\left(\frac{\tau}{\lambda W}-a_2\frac WD\right),\tag{4}$$

$$a_1=\frac{5\sqrt2}{8}\approx0.8839,\qquad a_2=\frac{47}{75}\approx0.6267 .$$

The kinetic coefficient $\beta$ vanishes when

$$\boxed{\;\tau=\frac{47}{75}\,\frac{\lambda W^2}{D}\;}\tag{5}$$

If $\lambda=a_1W/d_0$ is chosen to give a required capillary length $d_0$, this reads $\tau=\dfrac{47\sqrt2}{120}\dfrac{W^3}{Dd_0}$, since $\frac{47}{75}\cdot\frac{5\sqrt2}{8}=\frac{47\sqrt2}{120}$.

## Three lemmas

**Lemma 1 (resting profile).** At order zero $u=0$ and $\phi_0=-\tanh(\eta/\sqrt2)$, with

$$I=\int\phi_0'^2d\eta=\frac{2\sqrt2}{3},\qquad J=\int|\phi_0'|(1-\phi_0^2)^2d\eta=\frac{16}{15}.$$

*Proof.* Differentiation gives $\phi_0'=-(1-\phi_0^2)/\sqrt2$. Hence $\phi_0''=\sqrt2\,\phi_0\phi_0'=-\phi_0(1-\phi_0^2)$, which is $\phi_0''+\phi_0-\phi_0^3=0$. With $\phi$ as the variable, $|\phi_0'|d\eta$ becomes $d\phi$ on $(-1,1)$, so

$$I=\frac1{\sqrt2}\int_{-1}^{1}(1-\phi^2)d\phi=\frac{4}{3\sqrt2},\qquad J=\int_{-1}^1(1-2\phi^2+\phi^4)d\phi=2-\frac43+\frac25 .\qquad\square$$

**Lemma 2 (temperature in the interface).** Let $\eta=r/W$, where $r$ is the distance from $\phi=0$, positive in the liquid. To first order

$$u=u_i+G\eta-\frac p{\sqrt2}\ln\left(2\cosh\frac{\eta}{\sqrt2}\right),\tag{6}$$

where $G$ is a constant set by the outer heat flow. Both outer fields extrapolate to the same $u_i$.

*Proof.* Near the front $\nabla^2=\partial_r^2+\kappa\partial_r$ plus terms along the front and terms in $\kappa^2r$, which are of higher order. The heat equation becomes $u''+(W\kappa+p)u'-\frac p2\phi'=0$. Since $u'$ is of order $\varepsilon$, its product with $W\kappa+p$ is of order $\varepsilon^2$. What is left is $u''=\frac p2\phi_0'$, so

$$u'=G+\frac p2\phi_0,\qquad u=\bar u+G\eta-\frac p{\sqrt2}\ln\cosh\frac\eta{\sqrt2},$$

because $\int_0^\eta\tanh(s/\sqrt2)\,ds=\sqrt2\ln\cosh(\eta/\sqrt2)$. Far from the centre $\ln\cosh z\to|z|-\ln2$, hence

$$u\to\bar u+\frac{p\ln2}{\sqrt2}+G\eta-\frac p2|\eta| .$$

Both straight lines meet $\eta=0$ at $u_i=\bar u+p\ln2/\sqrt2$. Eliminating $\bar u$ gives (6). $\square$

The slopes are $G+p/2$ in the solid and $G-p/2$ in the liquid. Their difference is $p$, so $D(\partial_ru|_s-\partial_ru|_l)=V$: the latent heat released equals the heat carried away. The opening case has $G=-p/2$. The actual temperature at $\phi=0$ is $\bar u$, which lies below $u_i$ when the front grows. The outer problem sees $u_i$, and this is why $u_i$ is the quantity to control.

**Lemma 3 (the logarithmic integral).**

$$M=\frac1{\sqrt2}\int|\phi_0'|(1-\phi_0^2)^2\ln\left(2\cosh\frac\eta{\sqrt2}\right)d\eta=\frac{94\sqrt2}{225}.$$

*Proof.* Since $\cosh^{-2}(\eta/\sqrt2)=1-\phi_0^2$, the logarithm equals $-\frac12\ln\frac{1-\phi^2}4$. Put $s=(1+\phi)/2$. Then $(1-\phi^2)/4=s(1-s)$, $(1-\phi^2)^2=16s^2(1-s)^2$ and $d\phi=2ds$, so

$$M=-\frac{16}{\sqrt2}\int_0^1s^2(1-s)^2\,[\ln s+\ln(1-s)]\,ds=-\frac{32}{\sqrt2}\int_0^1(s^2-2s^3+s^4)\ln s\,ds .$$

The second form uses the symmetry $s\to1-s$. With $\int_0^1s^n\ln s\,ds=-1/(n+1)^2$,

$$M=\frac{32}{\sqrt2}\left(\frac19-\frac18+\frac1{25}\right)=\frac{32}{\sqrt2}\cdot\frac{47}{1800}=\frac{94\sqrt2}{225}.\qquad\square$$

## Proof of the theorem

Write $\phi=\phi_0+\phi_1$ with $\phi_1$ of order $\varepsilon$. In the phase equation, curvature adds $W\kappa\,\phi'$ to the motion term $\hat\tau p\,\phi'$. The first-order part is

$$\phi_1''+(1-3\phi_0^2)\phi_1=-(W\kappa+\hat\tau p)\phi_0'+\lambda u(1-\phi_0^2)^2 .\tag{7}$$

Multiply by $\phi_0'$ and integrate. Two integrations by parts turn the left side into $\int\phi_1[\phi_0'''+(1-3\phi_0^2)\phi_0']d\eta$; the end terms vanish because $\phi_0'$ and $\phi_0''$ decay exponentially. The bracket is the derivative of $\phi_0''+\phi_0-\phi_0^3=0$, so it is zero. The right side must therefore vanish too:

$$(W\kappa+\hat\tau p)I=-\lambda\int u\,|\phi_0'|(1-\phi_0^2)^2d\eta .$$

Insert (6). The weight is even in $\eta$, so $G\eta$ contributes nothing: the condition does not depend on how the heat divides between the phases. The other terms give

$$(W\kappa+\hat\tau p)I=-\lambda Ju_i+\lambda pM .$$

Solving for $u_i$,

$$u_i=-\frac IJ\frac{W\kappa}\lambda-\frac IJ\,p\left(\frac{\hat\tau}\lambda-\frac MI\right).$$

With $p\hat\tau=\tau V/W$ and $p=WV/D$ this is (4), where

$$a_1=\frac IJ=\frac{2\sqrt2}3\cdot\frac{15}{16}=\frac{5\sqrt2}8,\qquad a_2=\frac MI=\frac{94\sqrt2}{225}\cdot\frac3{2\sqrt2}=\frac{47}{75}.\qquad\square$$

## Remarks on limits and conditions

**Sharp-interface limit.** If $W\to0$ with $\tau/(\lambda W)$ fixed, the second term of $\beta$ disappears and $\beta=a_1\tau/(\lambda W)$. This is positive for every positive $\tau$. The cancellation comes from the finite temperature drop across the interface, a term of order $W/D$.

**A front with real kinetics.** Solving (4) for $\tau$ at a required $\beta$ gives

$$\tau=\lambda\left(\frac{\beta W}{a_1}+a_2\frac{W^2}D\right).\tag{8}$$

**Heat balance on a curved front.** A diffuse layer could store heat differently from a sharp step. An excess $E$ per area would add $V\kappa E$ to the heat balance as the front stretches. At leading order the part of $E$ due to $\phi$ is proportional to $W\int(\phi_0-\phi_{\rm step})d\eta$, which is zero because the integrand is odd. The parts due to $\phi_1$ and to $u$ are of order $W\varepsilon$, so relative to $V$ their effect is of order $W\kappa\,\varepsilon$, which is second order. With uniform $D$, extra conduction along the layer arises from the same small excess of $u$ and is also of second order.

**Unequal diffusivities.** Let $D(\phi)=\frac12D_l[1-\phi+k(1+\phi)]$, where $k=D_s/D_l$, and return to the flat front with isothermal solid, now with $p=WV/D_l$. To first order the heat flux obeys $\frac{D(\phi_0)}{D_l}u'=\frac p2(\phi_0-1)$. Because $(1+\phi_0)/(1-\phi_0)=e^{-\sqrt2\eta}$,

$$u'=-\frac p{1+ke^{-\sqrt2\eta}},\qquad u=u_s-\frac p{\sqrt2}\ln\left(1+\frac{e^{\sqrt2\eta}}k\right).$$

Far into the liquid $u\to u_s-p\eta+p\ln k/\sqrt2$. The two extrapolated temperatures now differ by

$$u_l-u_s=\frac{p\ln k}{\sqrt2}.\tag{9}$$

This does not contain $\tau$, so no choice of $\tau$ removes it in this model. For $k=1$ it vanishes.

**Size of the coupling.** By (7) the profile is distorted by an amount of order $\lambda u\sim\lambda p$. A large $\lambda$ is acceptable only while $\lambda p=a_1W^2V/(d_0D)$ remains small.

## Numerical solutions of the full equations

Equations (2) can be solved without expanding in $p$. Collocation on $|\eta|\le14$, with exponential decay of $\phi$ imposed at the ends and $u_s$ as an unknown, gives the front temperature at a prescribed speed. Extrapolating $-u_s/p$ to zero speed from $p=0.004$ and $0.002$ gives $\beta D/W=-0.2593$ for $\lambda=3$, $\hat\tau=1$, and $0.3300$ for $\lambda=3$, $\hat\tau=3$. A straight line between these values crosses zero at $\hat\tau/\lambda=0.6267$, which agrees with $47/75$.

With $\tau$ tuned by (5) and $\lambda=3$, the remaining front temperature is $1.06\times10^{-4}$ at $p=0.02$ and $2.69\times10^{-5}$ at $p=0.01$. Halving the speed divides it by about four: the remainder is of second order. Its size depends on the coupling. Solutions of (2) for $\lambda$ from $0.5$ to $35$ give roughly $(0.26\lambda-0.51)\,p^2$, which is negative for small $\lambda$ and passes through zero near $\lambda=2$.

A slowing front shows the consequence for position. In the sharp problem without kinetics, let the front stand at $2\alpha\sqrt{Dt}$, with solid at $u=0$ and liquid at

$$u=-\Delta+\Delta\,\frac{\mathrm{erfc}(x/2\sqrt{Dt})}{\mathrm{erfc}\,\alpha}.$$

The heat balance $V=\alpha\sqrt{D/t}=-D\partial_xu$ at the front requires $\Delta=\sqrt\pi\,\alpha e^{\alpha^2}\mathrm{erfc}\,\alpha$. For $\alpha=0.4$ this is $\Delta=0.476$. Equations (1) were started from this solution at $t=64\,W^2/D$ and stepped explicitly to $964\,W^2/D$, with $\lambda=2$, grid spacing $0.4W$ and time step $0.03W^2/D$. The sharp front ends at $24.84W$. The computed front is behind it by $0.03W$ with the tuned $\tau$, by $0.57W$ with $1.5$ times that value, and by $1.07W$ with twice that value. At $\lambda=2$ the second-order remainder of a steady flat front happens to be nearly zero, so this is a favourable case for the tuned run.

The extrapolated front temperatures near the end are $-0.0002$, $-0.0037$ and $-0.0073$, while $-\beta V$ is $0$, $-0.0036$ and $-0.0071$. The small offset is similar in all three runs and comes mostly from the grid. With spacing $0.2W$ and time step $0.015W^2/D$, the tuned run gives a front temperature of $-0.00004$ instead of $-0.00016$, and its lag falls from $0.033W$ to $0.015W$. The positions above therefore carry a grid error of about $0.02W$ or more.

## Example: methane freezing from its melt

The following inputs are rough values for CH$_4$: $L=26$ MJ/m³, $c=1.5$ MJ/(m³ K), conductivity $0.2$ W/(m K) and $T_m=91$ K. The surface energy $\gamma=5$ mJ/m² is an estimate and the least certain of them. The speed $V=10$ mm/s and the tip radius $R=1000$ nm are chosen. The width $W=20$ nm is a numerical parameter, not the thickness of the real interface.

The temperature unit is $L/c=26/1.5=17.3$ K, and $D=0.2/(1.5\times10^6)$ m²/s $=0.133$ mm²/s. A curved interface melts at $T_m-\gamma T_m\kappa/L$; division by $L/c$ gives

$$d_0=\frac{\gamma T_mc}{L^2}=\frac{(5\times10^{-3})(91)(1.5\times10^6)}{(26\times10^6)^2}\ \text{m}=1.01\ \text{nm}.$$

Hence $\lambda=0.8839\times20/1.01=17.5$ and $p=WV/D=0.0015$. The small parameters are $\lambda p=0.026$ and $W\kappa=2W/R=0.04$. Relation (5) gives

$$\tau=0.6267\times17.5\times\frac{(20\ \text{nm})^2}D=33\ \text{ns}.$$

With this $\tau$, the sharp-interface formula $\beta=a_1\tau/(\lambda W)$ would assign the front a kinetic undercooling of $a_1a_2p\,L/c=0.554\times0.0015\times17.3$ K $=14.4$ mK. The thin-interface term cancels it. The capillary undercooling at the tip is $(2d_0/R)(L/c)=35$ mK, so an uncancelled term would not have been negligible.

Solving (2) for a flat front at the same $V$ and $d_0$, with $\lambda$ and $\tau$ reset for each width, leaves the front above $T_m$ by $0.02$, $0.16$ and $1.4$ mK for $W=10$, $20$ and $40$ nm. Going from 20 to 10 nm shifts the result by $-0.14$ mK. Each doubling of $W$ raises the error about ninefold. At fixed $\lambda$ a second-order error would rise fourfold. Here $\lambda$ doubles as well, and the coefficient $0.26\lambda-0.51$ then grows by slightly more than a factor of two.

Unequal conduction would bring a numerical error of its own. With $k=2$, an assumed contrast, (9) gives a jump of $0.0015\times(\ln2/\sqrt2)\times17.3$ K $=12.7$ mK, almost as large as the cancelled term. This jump is proportional to $W$: it belongs to the widened interface of the model, not to methane, and at $W=1$ nm it would be only $0.6$ mK.

The symmetric model also leaves out physical effects larger than its flat-front error. For attachment, suppose that molecules join at the thermal speed $v=\sqrt{R_gT_m/M}=217$ m/s, where $R_g$ is the gas constant and $M=16$ g/mol, and that the net fraction staying is $S\,\Delta T/T_m$. With a molar volume of 35 cm³/mol the melting entropy is $S=1.20$ in units of $R_g$. Then $\Delta T=VT_m/(Sv)=3.5$ mK; slower attachment would need more. Including this value through (8) raises $\tau$ to 41 ns.

Two further estimates use assumed contrasts. A density change of 8% drives a flow of about 8% of $V$ towards the front, which alters the heat transport in the melt. For a paraboloidal tip with these values of $V$ and $R$, this flow lowers the thermal undercooling of about 1.85 K by roughly 9 mK if $L$ is held fixed per volume of solid grown. The values of $L$ and $c$ above are close to those per volume of liquid. If the latent heat per mass is held instead, the denser solid releases 8% more heat per volume, and the net change is a rise of about 0.14 K. In a plane section with $\gamma\propto1+0.01\cos4\theta$, where $\theta$ is the angle of the normal, capillarity depends on $\gamma+\gamma''$, whose variation is $(1-16)\times1\%=-15\%$ times $\cos4\theta$. If both principal sections at the tip vary in this way, this amounts to about 5 mK there. For these inputs the flat-front error at $W=20$ nm is already smaller than each of these estimates. At the curved tip there are further second-order terms, such as one proportional to $pW\kappa\,(L/c)$, which is about 1 mK if its coefficient is one; the flat-front solutions do not measure them.
